**Smearing and the chemical potential of a two-dimensional electron gas**

At fixed sheet density \(n\), the program tests \(E_F=n/D\) for sharp filling and \(\mu=\sigma\ln(e^{E_F/\sigma}-1)\) for Fermi-Dirac smearing. Here \(D=gm/(2\pi\hbar^2)\) is the density of states, \(g\) the total degeneracy, \(m\) the band mass and \(\sigma\) the smearing width; energies start at the band edge. The assertions compare these formulas with a count of discrete states, radial k-space integrals and an anisotropic mesh sum. They also test the crossing width, both limiting forms, the density response and the exchange estimate by numerical means. For \(n=10^{13}\ \mathrm{cm^{-2}}\), \(m=0.5\,m_e\) and \(g=4\), the output gives \(E_F=0.024\) eV and, at \(\sigma=0.1\) eV, \(\mu=-0.131\) eV. At the thermal width of 300 K it gives \(\mu=+0.011\) eV, while a coarse 12 × 12 mesh gives the wrong sign. With the chosen satellite valleys, wide smearing places 30% of the electrons in them, against 0.9% at 300 K.

## Numerical check

```python
"""Chemical potential of a two-dimensional electron gas with smearing.

Result under test, at fixed sheet density n and with the band edge at zero:
    sharp filling:          E_F = 2 pi hbar^2 n / (g m)
    Fermi-Dirac smearing:   mu = sigma ln(exp(E_F/sigma) - 1)
n: electrons per area; m: band mass; g: total degeneracy including spin;
sigma: smearing width; D = g m / (2 pi hbar^2): density of states.
Internal units are eV and nm. Formulas are compared with k-space sums,
quadrature, root finding and finite differences.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, ellipkm1

HBAR2_ME = const.hbar**2 / const.m_e / const.e * 1e18       # eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # eV nm
n_cm2 = 1e13
n = n_cm2 * 1e-14                                         # nm^-2
mass, g, sigma = 0.5, 4, 0.1
kT = const.k * 300 / const.e
to_capacitance = const.e * 1e14 * 1e6       # eV^-1 nm^-2 to uF/cm2


def dos(deg, m):
    return deg * m / (2 * np.pi * HBAR2_ME)


def mu_formula(width):
    return width * np.log(np.expm1(E_F / width))


def density_radial(mu, width, alpha=0.0):
    """Integrate occupations over k for E(1 + alpha E) = hbar^2 k^2 / 2m."""
    def integrand(k):
        e0 = HBAR2_ME * k**2 / (2 * mass)
        energy = 2 * e0 / (1 + np.sqrt(1 + 4 * alpha * e0))
        return g * k / (2 * np.pi) * expit((mu - energy) / width)
    return quad(integrand, 0, 12, points=[0.5, 1, 3], limit=200,
                epsabs=1e-12, epsrel=1e-10)[0]


def mu_radial(width, alpha=0.0):
    return brentq(lambda mu: density_radial(mu, width, alpha) - n, -1, 1,
                  xtol=1e-12)


def mu_mesh(points, width, side, mx=mass, my=mass):
    """Chemical potential from an explicit periodic k mesh."""
    k = 2 * np.pi / (side * points) * np.arange(-(points // 2),
                                               points - points // 2)
    energy = HBAR2_ME / 2 * (k[:, None]**2 / mx + k[None, :]**2 / my)
    area = (side * points)**2
    return brentq(lambda mu: g / area * expit((mu - energy) / width).sum() - n,
                  -1, 1, xtol=1e-12)


def mu_bands(width, bands):
    """Solve neutrality for several parabolic bands (edge, deg, mass)."""
    def excess(mu):
        return sum(dos(d, m) * width * np.logaddexp(0, (mu - edge) / width)
                   for edge, d, m in bands) - n
    return brentq(excess, -1, 1, xtol=1e-12)


D = dos(g, mass)
E_F = n / D
k_F = np.sqrt(4 * np.pi * n / g)
mu_s = mu_formula(sigma)
mu_300 = mu_formula(kT)

# Sharp filling: count the discrete states of a large periodic square.
box = 600.0
index = np.arange(-120, 121)
k_box = 2 * np.pi / box * index
e_box = HBAR2_ME / (2 * mass) * (k_box[:, None]**2 + k_box[None, :]**2)
n_count = g * np.count_nonzero(e_box <= E_F) / box**2
assert abs(n_count / n - 1) < 0.01      # finite-box edge error
assert abs(HBAR2_ME * k_F**2 / (2 * mass) - E_F) < 1e-12

# Smeared filling: independent root of the k-space integral.
for width in (0.01, kT, 0.05, sigma, 0.2):
    assert abs(mu_radial(width) - mu_formula(width)) < 1e-7
assert round(E_F, 3) == 0.024 and round(mu_s, 2) == -0.13

# Anisotropic masses with the same geometric mean give the same result.
mu_aniso = mu_mesh(200, sigma, 0.3, 0.25, 1.0)
assert abs(mu_aniso - mu_s) < 1e-6

# Width at which the chemical potential crosses the band edge.
sigma_cross = E_F / np.log(2)
cross_numeric = brentq(mu_radial, 0.02, 0.08, xtol=1e-9)
assert abs(cross_numeric - sigma_cross) < 1e-6

# Limiting forms, against the numerical root.
mu_boltz = sigma * np.log(E_F / sigma)
mu_wide = mu_boltz + E_F / 2
assert abs(mu_wide - mu_radial(sigma)) < 5e-4
narrow = 0.005
drop_numeric = E_F - mu_radial(narrow)
assert abs(drop_numeric / (narrow * np.exp(-E_F / narrow)) - 1) < 0.02

# Quantum capacitance from a finite difference of the integrated density.
response = {}
for width in (kT, sigma):
    mu0, step = mu_formula(width), 1e-4
    slope = (density_radial(mu0 + step, width)
             - density_radial(mu0 - step, width)) / (2 * step)
    response[width] = D * (1 - np.exp(-E_F / width))
    assert abs(slope / response[width] - 1) < 1e-4
edge_occupation = expit(mu_s / sigma)
assert abs(edge_occupation - response[sigma] / D) < 1e-10

# Mesh convergence with wide and thermal smearing.
side = 0.3
meshes = (12, 24, 48)
mesh_s = [mu_mesh(N, sigma, side) for N in meshes]
mesh_t = [mu_mesh(N, kT, side) for N in meshes]
assert abs(mesh_s[1] - mu_s) < 1e-3
assert abs(mesh_t[2] - mu_300) < 1e-3
assert abs(mesh_t[0] - mu_300) > 2 * abs(mesh_s[0] - mu_s)
assert 2 * np.pi / (side * meshes[0]) > k_F

# Neglected effects, with rough model parameters.
offset, g_sat, m_sat = 0.15, 6, 0.6
main = (0.0, g, mass)
satellite = (offset, g_sat, m_sat)
mu_sat = mu_bands(sigma, [main, satellite])
mu_sat_300 = mu_bands(kT, [main, satellite])
sat_share = dos(g_sat, m_sat) * sigma * np.logaddexp(
    0, (mu_sat - offset) / sigma) / n
sat_share_300 = dos(g_sat, m_sat) * kT * np.logaddexp(
    0, (mu_sat_300 - offset) / kT) / n
assert E_F < offset                    # sharp filling leaves them empty
assert abs(mu_sat - mu_s) > 10 * abs(mu_sat_300 - mu_300)

alpha = 0.5
mu_nonpar = mu_radial(sigma, alpha)
split = 0.01
pair = [(0.0, g / 2, mass), (split, g / 2, mass)]
mu_split = mu_bands(sigma, pair)
mu_split_sharp = mu_bands(1e-4, pair)
assert abs(mu_split_sharp - E_F - split / 2) < 1e-6

gap = 1.8
holes = D * sigma * np.logaddexp(0, -(mu_s + gap) / sigma)
assert holes / n < 1e-5

eps_oxide = 3.9
field = n * 1e18 * const.e / (const.epsilon_0 * eps_oxide) * 1e-8
breakdown = 10.0
assert field < breakdown

# Exchange at the pocket centre and at k_F, by numerical integration.
eps_env = 4.0


def exchange(k):
    def integrand(q):
        return (2 / np.pi * q / (k + q)
                * ellipkm1(((k - q) / (k + q))**2))
    return -COULOMB / eps_env * quad(integrand, 0, k_F, limit=200)[0]


exchange_widening = (1 - 2 / np.pi) * COULOMB * k_F / eps_env
exchange_numeric = exchange(k_F) - exchange(0.0)
assert abs(exchange_numeric / exchange_widening - 1) < 1e-5

print(f"Sheet density: {n_cm2:.1e} cm^-2 = {n:.3f} nm^-2")
print(f"Mass: {mass} m_e; total degeneracy: {g}")
print(f"hbar^2/m_e: {HBAR2_ME:.5f} eV nm^2")
print(f"Density of states D: {D:.4f} eV^-1 nm^-2")
print(f"Sharp chemical potential E_F: {E_F:.5f} eV")
print(f"Fermi wave number k_F: {k_F:.4f} nm^-1")
print(f"State count / n in {box:.0f} nm box: {n_count / n:.4f}")
print(f"Smearing width: {sigma:.3f} eV")
print(f"Equivalent temperature: {sigma * const.e / const.k:.0f} K")
print(f"E_F/sigma: {E_F / sigma:.5f}")
print(f"exp(E_F/sigma)-1: {np.expm1(E_F / sigma):.5f}")
print(f"Smeared mu, formula: {mu_s:.5f} eV")
print(f"Smeared mu, k integral: {mu_radial(sigma):.5f} eV")
print(f"Smeared mu, masses 0.25 and 1.0: {mu_aniso:.5f} eV")
print(f"Shift mu - E_F: {mu_s - E_F:.5f} eV")
print(f"Density held at mu=0: {D * sigma * np.log(2):.4f} nm^-2")
print(f"Width where mu=0: {sigma_cross:.5f} eV")
print(f"Boltzmann estimate: {mu_boltz:.5f} eV")
print(f"Boltzmann estimate + E_F/2: {mu_wide:.5f} eV")
print(f"Thermal width at 300 K: {kT:.5f} eV")
print(f"mu at 300 K: {mu_300:.5f} eV")
print(f"Band-edge occupation, smeared: {edge_occupation:.4f}")
print(f"Quantum capacitance, sharp: {D * to_capacitance:.2f} uF/cm2")
print(f"Quantum capacitance, 300 K: "
      f"{response[kT] * to_capacitance:.2f} uF/cm2")
print(f"Quantum capacitance, smeared: "
      f"{response[sigma] * to_capacitance:.2f} uF/cm2")
print(f"Model cell side: {side} nm; electrons/cell: {n * side**2:.5f}")
for N, ms, mt in zip(meshes, mesh_s, mesh_t):
    print(f"Mesh {N}x{N}: spacing {2 * np.pi / side / N:.3f} nm^-1; "
          f"mu smeared {ms:.5f} eV; mu 300 K {mt:.5f} eV")
print(f"Satellites: offset {offset} eV, g {g_sat}, mass {m_sat} m_e")
print(f"mu with satellites, smeared: {mu_sat:.5f} eV")
print(f"Satellite shift, smeared: {mu_sat - mu_s:.5f} eV")
print(f"Satellite share, smeared: {100 * sat_share:.2f} percent")
print(f"Satellite shift, 300 K: {mu_sat_300 - mu_300:.6f} eV")
print(f"Satellite share, 300 K: {100 * sat_share_300:.3f} percent")
print(f"Nonparabolicity alpha: {alpha} eV^-1")
print(f"Nonparabolic shift, smeared: {mu_nonpar - mu_s:.5f} eV")
print(f"Spin splitting: {split} eV")
print(f"Spin-splitting shift, smeared: {mu_split - mu_s:.5f} eV")
print(f"Spin-splitting shift, sharp: {mu_split_sharp - E_F:.5f} eV")
print(f"Gap: {gap} eV; smeared holes/n: {holes / n:.2e}")
print(f"Oxide permittivity: {eps_oxide}; field: {field:.2f} MV/cm")
print(f"Rough breakdown field assumed: {breakdown:.0f} MV/cm")
print(f"Environment permittivity for exchange: {eps_env}")
print(f"Unscreened exchange widening, sharp: {exchange_widening:.4f} eV")
print("tests ok")
```

Printed output:

```
Sheet density: 1.0e+13 cm^-2 = 0.100 nm^-2
Mass: 0.5 m_e; total degeneracy: 4
hbar^2/m_e: 0.07620 eV nm^2
Density of states D: 4.1773 eV^-1 nm^-2
Sharp chemical potential E_F: 0.02394 eV
Fermi wave number k_F: 0.5605 nm^-1
State count / n in 600 nm box: 1.0001
Smearing width: 0.100 eV
Equivalent temperature: 1160 K
E_F/sigma: 0.23939
exp(E_F/sigma)-1: 0.27047
Smeared mu, formula: -0.13076 eV
Smeared mu, k integral: -0.13076 eV
Smeared mu, masses 0.25 and 1.0: -0.13076 eV
Shift mu - E_F: -0.15470 eV
Density held at mu=0: 0.2895 nm^-2
Width where mu=0: 0.03454 eV
Boltzmann estimate: -0.14297 eV
Boltzmann estimate + E_F/2: -0.13100 eV
Thermal width at 300 K: 0.02585 eV
mu at 300 K: 0.01090 eV
Band-edge occupation, smeared: 0.2129
Quantum capacitance, sharp: 66.93 uF/cm2
Quantum capacitance, 300 K: 40.42 uF/cm2
Quantum capacitance, smeared: 14.25 uF/cm2
Model cell side: 0.3 nm; electrons/cell: 0.00900
Mesh 12x12: spacing 1.745 nm^-1; mu smeared -0.13179 eV; mu 300 K -0.01904 eV
Mesh 24x24: spacing 0.873 nm^-1; mu smeared -0.13076 eV; mu 300 K 0.01308 eV
Mesh 48x48: spacing 0.436 nm^-1; mu smeared -0.13076 eV; mu 300 K 0.01091 eV
Satellites: offset 0.15 eV, g 6, mass 0.6 m_e
mu with satellites, smeared: -0.17014 eV
Satellite shift, smeared: -0.03938 eV
Satellite share, smeared: 30.00 percent
Satellite shift, 300 K: -0.000350 eV
Satellite share, 300 K: 0.881 percent
Nonparabolicity alpha: 0.5 eV^-1
Nonparabolic shift, smeared: -0.01122 eV
Spin splitting: 0.01 eV
Spin-splitting shift, smeared: 0.00490 eV
Spin-splitting shift, sharp: 0.00500 eV
Gap: 1.8 eV; smeared holes/n: 2.35e-07
Oxide permittivity: 3.9; field: 4.64 MV/cm
Rough breakdown field assumed: 10 MV/cm
Environment permittivity for exchange: 4.0
Unscreened exchange widening, sharp: 0.0733 eV
tests ok
```
